\section*{Defect-Subspace Dyson Equation, Bound States and the Lloyd Formula}

\section{What the answer can look like}

A crystal with Hamiltonian $H_0$ acquires a defect, and the Hamiltonian becomes $H=H_0+V$. We want the new discrete levels and the change $\Delta N(E)$ in the number of states below energy $E$.

A Green function is an inverse energy and $V$ is an energy, so the dimensionless object that enters the perturbation series is the product $M=G^0V$. Suppose that $\Delta N$ depends on $M$ alone, with $M$ taken just above the real energy axis. Under an invertible change $S$ of the defect orbitals, $G^0\to SG^0S^\dagger$ and $V\to (S^\dagger)^{-1}VS^{-1}$, so $M\to SMS^{-1}$. A count of states cannot depend on this choice. If $M$ splits into independent blocks, the counts must add. For diagonalizable $M$ with eigenvalues $m_i$, these two requirements leave a sum $\sum_i f(m_i)$ with one unknown function $f$, which a single orbital suffices to determine. It will turn out to be a logarithm, so that the sum becomes the logarithm of a determinant. This argument suggests the form; the derivation below does not rely on it.

Throughout, the orbitals are orthonormal, $H_0$ and $V$ are Hermitian, the spectrum of $H_0$ is bounded, and counts are for one spin direction. The potential $V$ is given and acts within a finite set $D$ of orbitals. A charged defect with an unscreened Coulomb tail violates this last assumption, and cutting off the tail is then an approximation.

\section{One orbital}

Define $G^0(z)=(z-H_0)^{-1}$ and $G(z)=(z-H)^{-1}$. Since $(z-H_0-V)G=1$, we have $(z-H_0)G=1+VG$. Multiplication by $G^0$ from the left gives the Dyson equation
\begin{equation}
G=G^0+G^0VG. \label{dyson}
\end{equation}
Let $V=U|0\rangle\langle0|$ and $g(z)=G^0_{00}(z)$. The $00$ element reads $G_{00}=g+gUG_{00}$, so
\begin{equation}
G_{00}=\frac{g}{1-Ug}.
\end{equation}
A new pole appears where $Ug=1$. For the other elements, $G_{0m}=G^0_{0m}/(1-Ug)$, and therefore
\begin{equation}
G_{nm}=G^0_{nm}+G^0_{n0}\,\frac{U}{1-Ug}\,G^0_{0m}.
\end{equation}
Set $m=n$ and sum over $n$. Differentiating the inverse gives $dG^0/dz=-(G^0)^2$, so $\sum_nG^0_{0n}G^0_{n0}=-g'$ and
\begin{equation}
\mathrm{Tr}(G-G^0)=\frac{-Ug'}{1-Ug}=\frac{d}{dz}\ln(1-Ug).
\end{equation}
The unknown function is thus $\ln(1-m)$, since the trace is its energy derivative; the count will follow from its imaginary part times $-1/\pi$.

\textit{Limit: a host with one level.} If the host is the orbital itself, at energy $\varepsilon$, then $g=1/(z-\varepsilon)$ and
\begin{equation}
1-Ug=\frac{z-\varepsilon-U}{z-\varepsilon}.
\end{equation}
The zero is the new level and the pole is the old one. The determinant therefore compares two spectra; it does not list the new one by itself.

\section{A finite defect subspace}

Let $P$ project on $D$, so that $V=PVP$, and let $R$ be the remaining orbitals. The $DD$ block of (\ref{dyson}) is closed, because $V$ has no elements leading out of $D$:
\begin{equation}
G_{DD}=G^0_{DD}+G^0_{DD}V_{DD}G_{DD}
\;\Rightarrow\;
G_{DD}=(1-G^0_{DD}V_{DD})^{-1}G^0_{DD}. \label{gdd}
\end{equation}
For arbitrary columns, $PG=(1-G^0_{DD}V_{DD})^{-1}PG^0$. Inserting this into (\ref{dyson}) gives every other element:
\begin{equation}
G=G^0+G^0TG^0,\qquad T=V_{DD}(1-G^0_{DD}V_{DD})^{-1}. \label{tmat}
\end{equation}
A matrix of the size of $D$ is inverted, while the host enters through its own Green function and has no artificial boundary.

The determinant reduces in the same way. With the orbitals ordered as $D,R$,
\begin{equation}
1-G^0V=\begin{pmatrix}1-G^0_{DD}V_{DD}&0\\-G^0_{RD}V_{DD}&1\end{pmatrix},
\end{equation}
and this block-triangular form gives
\begin{equation}
\mathcal D(z)\equiv\det(1-G^0V)=\det\nolimits_D(1-G^0_{DD}V_{DD}).
\end{equation}
For a finite host, $z-H=(z-H_0)(1-G^0V)$, hence $\mathcal D=\det(z-H)/\det(z-H_0)$. The small determinant remains defined when the host becomes infinite.

\section{Bound states}

Let $E$ lie outside the spectrum of $H_0$, so that $G^0(E)$ exists. If $H\psi=E\psi$, then $(E-H_0)\psi=V\psi$ and $\psi=G^0V\psi$. Projection gives, for $c=P\psi$,
\begin{equation}
(1-G^0_{DD}V_{DD})c=0. \label{null}
\end{equation}
Here $c$ cannot vanish, since $c=0$ would give $V\psi=0$ and then $\psi=0$. Conversely, take a nonzero solution $c$ of (\ref{null}) and define $\psi=G^0Vc$. Then $P\psi=G^0_{DD}V_{DD}c=c$, so $(E-H_0)\psi=Vc=V\psi$, which is $H\psi=E\psi$. Eigenstates and null vectors correspond one to one, and the bound levels outside the host spectrum are the zeros of $\mathcal D(E)$.

The second half of the argument also holds for complex $z$. A zero there would give the Hermitian $H$ a complex eigenvalue, so $\mathcal D$ has no zeros off the real axis.

The norm follows from $c$ alone. For such real $E$, $G^0$ is Hermitian, and
\begin{equation}
\langle\psi|\psi\rangle=c^\dagger V(G^0)^2Vc=-c^\dagger V_{DD}\frac{dG^0_{DD}}{dE}V_{DD}c. \label{norm}
\end{equation}
The weight of the normalized state on defect orbital $i$ is $|c_i|^2/\langle\psi|\psi\rangle$.

\section{The Lloyd formula}

From (\ref{tmat}) and cyclicity of the trace,
\begin{equation}
\mathrm{Tr}(G-G^0)=\mathrm{Tr}_D[T(G^0)^2_{DD}]
=-\mathrm{Tr}_D\!\left[V_{DD}(1-G^0_{DD}V_{DD})^{-1}\frac{dG^0_{DD}}{dz}\right].
\end{equation}
Jacobi's formula, $d\ln\det A=\mathrm{Tr}(A^{-1}dA)$, with $A=1-G^0_{DD}V_{DD}$ and $dA/dz=-(dG^0_{DD}/dz)V_{DD}$, gives the same expression after one cyclic move. Hence
\begin{equation}
\mathrm{Tr}(G-G^0)=\frac{d}{dz}\ln\mathcal D(z). \label{trace}
\end{equation}
The density of states is $\rho(E)=-\pi^{-1}\,\mathrm{Im}\,\mathrm{Tr}\,G(E+i0)$, so
\begin{align}
\Delta\rho(E)&=-\frac1\pi\,\mathrm{Im}\,\frac{d}{dE}\ln\mathcal D(E+i0),\\
\Delta N(E)&=\int_{-\infty}^{E}\Delta\rho\,dE'=-\frac1\pi\arg\mathcal D(E+i0). \label{lloyd}
\end{align}
The argument needs a branch. For large $|z|$, $G^0\approx1/z$ and $\mathcal D\to1$, where we set $\arg\mathcal D=0$. The upper half-plane contains neither zeros nor poles of $\mathcal D$, so continuation down to $E+i0$ gives the same value along every path. Since $\mathcal D\to1$ also for $E\to+\infty$, the total change vanishes: a perturbation moves states and creates none.

\textit{Limit: an isolated level.} Near a level of $H$ with degeneracy $d$ that has degeneracy $d_0$ in $H_0$, the trace in (\ref{trace}) behaves as $(d-d_0)/(z-E_b)$, so $\mathcal D\propto(z-E_b)^{d-d_0}$. Outside the host spectrum $d_0=0$, and the order of the zero is the degeneracy. As $z$ passes above a simple zero from left to right, $\arg(z-E_b)$ falls from $\pi$ to $0$ and $\Delta N$ rises by one.

Nine sites show both cases. Let all elements of $H_0$ equal $-1$ in some energy unit, so that its levels are $-9$ and an eightfold $0$, and shift three sites by $-2$. With $J$ the matrix of ones, $G^0=(z+J)^{-1}=1/z-J/[z(z+9)]$. On $D$ this has the eigenvalue $1/z$ twice and $(z+6)/[z(z+9)]$ once, so
\begin{equation}
\mathcal D=\left(1+\frac2z\right)^2\left(1+\frac{2(z+6)}{z(z+9)}\right)
=\frac{(z+2)^2(z^2+11z+12)}{z^3(z+9)}.
\end{equation}
The double zero at $-2$ is a degenerate pair. At $0$ there is a pole of order three, although five states remain there, because $5-8=-3$. These five have $V\psi=0$. Inside the host spectrum the zeros of $\mathcal D$ therefore do not enumerate the states.

\textit{Limit: weak diagonal $V$.} Here $\ln\mathcal D\approx-\mathrm{Tr}_D(G^0V)$, and $\Delta N\approx-\sum_iV_{ii}\rho_i(E)$ with $\rho_i$ the host density of states on orbital $i$. An attractive $V$ pulls states below $E$. The estimate fails where $G^0V$ is not small, as at a band edge where $G^0$ diverges.

\section{A host with a gap}

Take a chain with site energy $+\Delta$ on even sites, $-\Delta$ on odd sites, and hopping $-t$. Write $H_0=S+K$, with $S$ the site energies and $K$ the hopping. Since $K$ connects sites of opposite energy, $SK+KS=0$ and $H_0^2=\Delta^2+K^2$. With $w=z^2-\Delta^2$,
\begin{equation}
G^0=(z+H_0)(z^2-H_0^2)^{-1}=(z+S+K)(w-K^2)^{-1}.
\end{equation}
Two hops return to the start in two ways or move by one two-site cell. The elements $g_j$ of $(w-K^2)^{-1}$ between sites $j$ cells apart therefore obey
\begin{equation}
(w-2t^2)g_j-t^2(g_{j-1}+g_{j+1})=\delta_{j0}. \label{rec}
\end{equation}
The decaying solution is $g_j=g_0\lambda^{|j|}$ with $\lambda+1/\lambda=(w-2t^2)/t^2$ and $|\lambda|<1$. The equation at $j=0$ gives $g_0t^2(1/\lambda-\lambda)=1$. Squaring,
\begin{equation}
g_0^2=\frac{1}{w(w-4t^2)}. \label{g0}
\end{equation}
In the gap $\lambda<0$ and $g_0<0$; beyond the outer edges $\lambda>0$ and $g_0>0$. Because $K^2$ ranges from $0$ to $4t^2$, the bands occupy $\Delta\le|E|\le\sqrt{\Delta^2+4t^2}$.

The elements of $G^0$ are $(z\pm\Delta)g_j$ at distance $2j$, with the upper sign on even sites, and $-t(g_j+g_{j+1})$ at distance $2j+1$.

The defect shifts site $0$ by $U$ and changes its two bonds from $-t$ to $-t'$. Thus $V_{00}=U$ and $V_{0,\pm1}=\tau=t-t'$. The antisymmetric combination of sites $\pm1$ is untouched by $V$ and contributes a factor $1$. In the basis of site $0$ and the symmetric combination,
\begin{equation}
V=\begin{pmatrix}U&\sqrt2\tau\\\sqrt2\tau&0\end{pmatrix},\quad
G^0=\begin{pmatrix}(z+\Delta)g_0&-\sqrt2t(g_0+g_1)\\-\sqrt2t(g_0+g_1)&(z-\Delta)(g_0+g_1)\end{pmatrix}.
\end{equation}
For $2\times2$ matrices $\mathcal D=1-\mathrm{Tr}(G^0V)+\det G^0\det V$. Equation (\ref{rec}) at $j=0$ says $wg_0-2t^2(g_0+g_1)=1$, so
\begin{equation}
\det G^0=(g_0+g_1)[wg_0-2t^2(g_0+g_1)]=g_0+g_1.
\end{equation}
With $\det V=-2\tau^2$ and $4t\tau-2\tau^2=2(t^2-t'^2)$,
\begin{align}
\mathcal D&=1-U(z+\Delta)g_0+2(t^2-t'^2)(g_0+g_1)\nonumber\\
&=1-U(z+\Delta)g_0+(1-r^2)(wg_0-1)\nonumber\\
&=r^2+(z+\Delta)g_0\,B(z),\qquad B=(1-r^2)(z-\Delta)-U, \label{dchain}
\end{align}
where $r=t'/t$. For $r=1$ the one-orbital result returns. For $r=0$ a factor $z-\Delta-U$ splits off, the level of the disconnected site.

\section{Levels for one set of parameters}

Choose $t=1$, $\Delta=0.75$, $U=-2$ and $t'=0.8$, all in eV. The outer band edges are at $\pm2.136$ eV, and $r^2=0.64$. A bracketing root search on (\ref{dchain}) gives two levels, at $-2.355$ eV below the lower band and at $-0.152$ eV in the gap. For the gap level, in units of eV,
\begin{align}
w&=0.0232-0.5625=-0.539,\nonumber\\
g_0&=-\frac{1}{\sqrt{0.539\times4.539}}=-0.639,\nonumber\\
B&=0.36\times(-0.902)+2=1.675,\nonumber\\
\mathcal D&=0.64-0.598\times0.639\times1.675\approx0.
\end{align}

Switching off parts of $V$ separates their roles. With the bonds alone, $U=0$ and $\mathcal D=r^2+(1-r^2)wg_0$. Outside the bands $wg_0>0$, so weakened bonds bind nothing in this model. With the site shift alone, the levels are at $-2.602$ and $0.049$ eV. There $a=(E+\Delta)g_0$ falls with energy, since $da/dE=-(G^0)^2_{00}<0$. It runs from $0$ to $-\infty$ both below the lower band and across the gap, and is positive above the upper band. So $Ua=1$ has one solution in each of the first two regions for any $U<0$.

The weakened bonds move both levels towards $\Delta+U=-1.25$ eV, the energy of the disconnected site. To see why, write $\mathcal D=r^2(1-aU_{\rm eff})$ with
\begin{equation}
U_{\rm eff}=-\frac{B}{r^2}=U-\frac{1-r^2}{r^2}(E-\Delta-U).
\end{equation}
Above $-1.25$ eV the effective attraction is stronger than $|U|$ and the gap level sinks; below, it is weaker and the lower level rises.

The null vector of (\ref{null}) and the norm (\ref{norm}), with a central difference for $dG^0/dE$, give the gap state a weight of $0.380$ on site $0$ and $0.179$ on each neighbour, or $0.737$ on the three sites. For the lower state the three-site weight is $0.834$. Outside $D$ the amplitude changes per cell by $\lambda=-0.487$ and $0.385$ respectively. The defect subspace thus determines the whole state without containing all of it.

\section{States moved within the bands}

Inside the bands $0<w<4t^2$, so (\ref{g0}) makes $g_0$ imaginary. Since $\mathrm{Im}\,G^0_{00}(E+i0)<0$, $(E+\Delta)g_0=-i|E+\Delta|/\sqrt{w(4t^2-w)}$. Equation (\ref{lloyd}) then gives
\begin{equation}
\Delta N(E)=\frac1\pi\arctan\frac{|E+\Delta|\,B(E)}{r^2\sqrt{w(4t^2-w)}}. \label{band}
\end{equation}
An even integer could still be added; the edges fix it to zero. Between the lower level and the lower band $\Delta N=1$. At the band bottom $\mathcal D$ diverges as $(z-E_0)^{-1/2}$, with $E_0$ the edge energy. Passing above $E_0$ raises $\arg\mathcal D$ by $\pi/2$, and $\Delta N$ drops to $1/2$, the value of (\ref{band}) there, since $B>0$ throughout both bands. At $E=-\Delta$, $\mathcal D\to r^2$ and $\Delta N$ reaches $0$ without a jump. The gap level raises it to $1$, and the inverse-root divergences at the two edges of the upper band each lower it by $1/2$.

At $E=-1.4$ eV, $w=1.3975$ and $B=1.226$ in these units, so the argument of the arctangent is $0.65\times1.226/(0.64\times1.907)=0.653$ and $\Delta N=0.184$. Further values follow from (\ref{band}), with $\Delta\rho$ from its central difference:
\begin{center}
\begin{tabular}{rrr}
$E$ (eV) & $\Delta N$ & $\Delta\rho$ (1/eV)\\
$-1.8$ & $0.241$ & $-0.208$\\
$-1.0$ & $0.129$ & $-0.200$\\
$1.1$ & $0.425$ & $-0.048$\\
$1.8$ & $0.438$ & $0.075$
\end{tabular}
\end{center}
The same three-decimal values result from the eigenvalues of open chains of 3001 sites with and without the defect, broadened by Lorentzians of half-width $0.01$, $0.02$ and $0.04$ eV and extrapolated to zero width.

The lower band loses $1/2$ at its bottom edge and $1/2$ in its interior. The upper band loses $1/2$ at each edge, while its interior changes cancel. Each band thus gives up one state, and the two bound levels receive them. With the Fermi energy in the gap below $-0.152$ eV, the electron number equals that of the perfect chain; filling the gap level adds one electron per spin direction. In this one-dimensional host the half-integer edge terms are needed for that balance: integrating the smooth $\Delta\rho$ alone would miss them.

Numerical values quoted here were computed with a short program.
